# Wigner's third-order energy from the first-order wave function

## 1. What scaling and shifts say about the answer

Let a Hamiltonian \(H_0\) be changed to \(H=H_0+\lambda V\), where \(\lambda\) is a real number without unit. Write the energy of one state as \(E=E_0+\lambda E_1+\lambda^2E_2+\lambda^3E_3+\dots\) and its wave function as \(\psi=\psi_0+\lambda\psi_1+\lambda^2\psi_2+\dots\). We ask whether \(E_3\) can be written in terms of \(V\), \(\psi_0\) and \(\psi_1\) alone. Two scalings and a shift restrict the possible form.

Multiply \(V\) by a positive number \(s\). This is the same as multiplying \(\lambda\) by \(s\), so \(E_3\to s^3E_3\) and \(\psi_1\to s\psi_1\). Next multiply \(H_0\) by a positive number \(r\). Since \(rH_0+\lambda V=r\,[H_0+(\lambda/r)V]\), we find \(E_3\to r^{-2}E_3\) and \(\psi_1\to r^{-1}\psi_1\). An expression with \(m\) factors of \(\psi_1\), \(n\) factors of \(V\) and no explicit \(H_0\) scales as \(s^{m+n}r^{-m}\). Agreement with \(E_3\) requires \(m=2\) and \(n=1\).

With \(E_1=(\psi_0,V\psi_0)\), which counts as one factor of \(V\), and with \(\psi_1\) orthogonal to \(\psi_0\), the natural candidate is

\[
E_3=A\,(\psi_1,V\psi_1)+B\,E_1(\psi_1,\psi_1).
\]

Now add a constant \(a\) to \(V\). All energies of \(H\) move by \(\lambda a\), so \(E_1\to E_1+a\), while \(E_3\) and the wave functions stay the same. The candidate changes by \((A+B)\,a\,(\psi_1,\psi_1)\), and therefore \(B=-A\).

Symmetry thus suggests the combination \((\psi_1,V\psi_1)-E_1(\psi_1,\psi_1)\). It does not single this form out: with \(U=V-E_1\), the ratio \((\psi_0,V\psi_1)^2(\psi_0,U^3\psi_0)/(\psi_0,U^2\psi_0)^2\) also scales as \(s^3r^{-2}\) and is unchanged by the shift, yet it is in general not equal to \(E_3\). (It does equal \(E_3\) in the special case that \(U\psi_0\) is an eigenstate of \(H_0\), as in the example of Section 8, because \(\psi_1\) is then proportional to \(U\psi_0\).) Symmetry also does not show that \(\psi_2\) is unnecessary, and it does not give \(A\). The proof below does both, with \(A=1\).

## 2. Statement and conventions

The inner product \((a,b)\) is conjugate-linear in \(a\) and linear in \(b\). We assume the following.

- \(H_0\) and \(V\) are Hermitian and do not depend on \(\lambda\). For unbounded operators, the functions used below are regular enough for the operators to be moved from one side of the inner product to the other.
- \(\psi_0\) is a bound state with \(H_0\psi_0=E_0\psi_0\) and \((\psi_0,\psi_0)=1\), and the level \(E_0\) is nondegenerate. It may be a ground or an excited state.
- The expansions of \(E\) and \(\psi\) exist through the orders used, at least as asymptotic series for small \(\lambda\).
- The wave function obeys intermediate normalization, \((\psi_0,\psi)=1\).

The last condition holds at every \(\lambda\) in the range considered. Comparing powers of \(\lambda\) gives

\[
(\psi_0,\psi_k)=0\qquad (k\ge 1).
\]

The claim, called Wigner's formula below, is

\[
\boxed{E_3=(\psi_1,V\psi_1)-E_1(\psi_1,\psi_1)}
\]

## 3. The equations order by order

Insert both expansions into \((H_0+\lambda V)\psi=E\psi\) and compare the coefficients of each power of \(\lambda\):

\[
\begin{aligned}
\lambda^1:&\quad H_0\psi_1+V\psi_0=E_0\psi_1+E_1\psi_0,\\
\lambda^2:&\quad H_0\psi_2+V\psi_1=E_0\psi_2+E_1\psi_1+E_2\psi_0,\\
\lambda^3:&\quad H_0\psi_3+V\psi_2=E_0\psi_3+E_1\psi_2+E_2\psi_1+E_3\psi_0.
\end{aligned}
\]

Collect the highest wave function on the left:

\[
(H_0-E_0)\psi_1=-(V-E_1)\psi_0, \tag{1}
\]
\[
(H_0-E_0)\psi_2=-(V-E_1)\psi_1+E_2\psi_0, \tag{2}
\]
\[
(H_0-E_0)\psi_3=-(V-E_1)\psi_2+E_2\psi_1+E_3\psi_0. \tag{3}
\]

Equation (1) determines \(\psi_1\) uniquely. If two functions solve it, their difference \(d\) satisfies \((H_0-E_0)d=0\). The level is nondegenerate, so \(d=c\,\psi_0\). Both solutions are orthogonal to \(\psi_0\), so \(c=0\). For a degenerate level, \(d\) could contain other states of the same energy, and (1) would no longer fix \(\psi_1\). Sections 4 and 5 do not use this uniqueness, so the formula still holds for the true coefficient \(\psi_1\) when the expansions exist. Its components along the other states of the level must then come from higher-order equations; if \(V\) splits the level in first order, projecting (2) on those states fixes them. In that case, leaving these components out generally gives a wrong \(E_3\). If instead \(V-E_1\) has no matrix elements within the level, so that there is no first-order splitting, projecting (2) on another state \(\phi\) of the level gives \((\phi,(V-E_1)\psi_1)=0\). These components then drop out of \(E_3\), provided \(\psi_0\) is the correct zeroth-order combination.

## 4. Projection on the unperturbed state

Take the inner product of each equation with \(\psi_0\). The left sides vanish, because \(H_0\) is Hermitian and \(E_0\) is real:

\[
(\psi_0,(H_0-E_0)\psi_k)=((H_0-E_0)\psi_0,\psi_k)=0 .
\]

On the right, the products \((\psi_0,\psi_1)\) and \((\psi_0,\psi_2)\) are zero. What remains is

\[
E_1=(\psi_0,V\psi_0),\qquad E_2=(\psi_0,V\psi_1),\qquad E_3=(\psi_0,V\psi_2). \tag{4}
\]

In this form \(E_3\) seems to need the second-order wave function.

## 5. Removing the second-order wave function

Start from the last formula in (4). Subtracting \(E_1(\psi_0,\psi_2)=0\) changes nothing, and \(V-E_1\) is Hermitian, so

\[
E_3=(\psi_0,(V-E_1)\psi_2)=((V-E_1)\psi_0,\psi_2).
\]

By (1), \((V-E_1)\psi_0=-(H_0-E_0)\psi_1\). Insert this and move \(H_0-E_0\) to the right:

\[
E_3=-((H_0-E_0)\psi_1,\psi_2)=-(\psi_1,(H_0-E_0)\psi_2).
\]

The function \(\psi_2\) now appears only in the combination that (2) expresses through lower orders. The minus sign in front reverses both signs on the right side of (2):

\[
E_3=(\psi_1,(V-E_1)\psi_1)-E_2(\psi_1,\psi_0). \tag{5}
\]

The last term vanishes by intermediate normalization, and the claim is proved.

**Meaning.** Let \(S=(\psi_1,\psi_1)\). To leading order, \(\lambda^2S\) is the weight of the other states that the perturbation mixes into \(\psi_0\). For \(S\neq0\),

\[
E_3=S\left[\frac{(\psi_1,V\psi_1)}{S}-E_1\right].
\]

The bracket compares the mean of \(V\) in the admixed part with its mean in \(\psi_0\). If \(\psi_0\) happens to be an eigenstate of \(V\), the right side of (1) is zero. Then \(\psi_1=0\), and both \(E_2\) and \(E_3\) vanish.

## 6. What the normalization does

Suppose the wave function is multiplied by a factor \(1+c\lambda+\dots\). Its first-order part becomes \(y=\psi_1+c\,\psi_0\). Put \(y\) into Wigner's expression:

\[
\begin{aligned}
(y,(V-E_1)y)={}&(\psi_1,(V-E_1)\psi_1)+c\,(\psi_1,(V-E_1)\psi_0)\\
&+c^*(\psi_0,(V-E_1)\psi_1)+|c|^2(\psi_0,(V-E_1)\psi_0).
\end{aligned}
\]

The last term is zero by the definition of \(E_1\). By (4), \((\psi_0,(V-E_1)\psi_1)=E_2\). This number is real, so its conjugate \((\psi_1,(V-E_1)\psi_0)\) is also \(E_2\). Hence

\[
(y,(V-E_1)y)=E_3+2\,\mathrm{Re}(c)\,E_2. \tag{6}
\]

A real admixture of \(\psi_0\) spoils the formula when \(E_2\ne0\). Unit normalization is harmless: the squared norm is then \(1+2\lambda\,\mathrm{Re}(c)+\dots=1\), which forces \(\mathrm{Re}(c)=0\).

## 7. Why the first-order function reaches third order

The variational principle gives a second view of the result. Take the trial function \(t=\psi_0+\lambda\psi_1\) and its energy quotient \(E[t]=(t,Ht)/(t,t)\). Since \((\psi_0,\psi_1)=0\), the denominator is \(1+\lambda^2S\).

For the numerator, use \(K=H-E_0-\lambda E_1=(H_0-E_0)+\lambda(V-E_1)\). The pieces of \((t,Kt)\) are:

- \((\psi_0,K\psi_0)=0\).
- The two cross terms are \(\lambda(\psi_0,K\psi_1)=\lambda^2E_2\) and its conjugate. Together they give \(2\lambda^2E_2\).
- The last piece is \(\lambda^2(\psi_1,K\psi_1)=\lambda^2(\psi_1,(H_0-E_0)\psi_1)+\lambda^3(\psi_1,(V-E_1)\psi_1)\). By (1), its first part is \(-\lambda^2(\psi_1,(V-E_1)\psi_0)=-\lambda^2E_2\).

The sum is \(\lambda^2E_2+\lambda^3(\psi_1,(V-E_1)\psi_1)\), and therefore

\[
E[t]=E_0+\lambda E_1+\frac{\lambda^2E_2+\lambda^3(\psi_1,(V-E_1)\psi_1)}{1+\lambda^2S}. \tag{7}
\]

Now compare with the true energy. Put \(\delta=t-\psi\), where \((H-E)\psi=0\). Because \(H-E\) is Hermitian, every term containing \(\psi\) drops out:

\[
E[t]-E=\frac{(t,(H-E)t)}{(t,t)}=\frac{(\delta,(H-E)\delta)}{(t,t)} .
\]

The difference \(\delta=-\lambda^2\psi_2+\dots\) is of second order, so the energy error is of fourth order:

\[
E[t]-E=\lambda^4(\psi_2,(H_0-E_0)\psi_2)+O(\lambda^5). \tag{8}
\]

Thus \(E[t]\) and \(E\) have the same coefficient of \(\lambda^3\). In (7) that coefficient is \((\psi_1,(V-E_1)\psi_1)\), since the denominator first acts on it at order \(\lambda^5\) and acts on the \(E_2\) term at order \(\lambda^4\). This is a second proof of Wigner's result.

If \(\psi\) is the ground state of \(H\), then \(E[t]\ge E\). The third-order sum \(E_0+\lambda E_1+\lambda^2E_2+\lambda^3E_3\) is not an energy quotient and carries no such guarantee.

## 8. Worked example: a stiffened oscillator

Raise the spring constant of a harmonic oscillator by the factor \(1+\lambda\). Measure energy in \(\hbar\omega_0\) and length in the oscillator length \(\sqrt{\hbar/m\omega_0}\), where \(m\) is the mass and \(\omega_0\) the original frequency. Then

\[
H_0=-\frac12\frac{d^2}{dx^2}+\frac{x^2}{2},\qquad V=\frac{x^2}{2},\qquad \psi_0=\pi^{-1/4}e^{-x^2/2},\qquad E_0=\frac12 .
\]

Let \(\langle\cdot\rangle\) be the mean with weight \(\psi_0^2\). Integration by parts gives \(\langle x^{2n}\rangle=\frac{2n-1}{2}\langle x^{2n-2}\rangle\), so

\[
\langle x^2\rangle=\tfrac12,\qquad \langle x^4\rangle=\tfrac34,\qquad \langle x^6\rangle=\tfrac{15}{8}.
\]

The first-order energy is \(E_1=\frac12\langle x^2\rangle=\frac14\).

**First-order function.** Write \(\psi_1=f\psi_0\). From \(\psi_0'=-x\psi_0\) and \(\psi_0''=(x^2-1)\psi_0\),

\[
(f\psi_0)''=\left[f''-2xf'+(x^2-1)f\right]\psi_0,
\qquad
(H_0-\tfrac12)(f\psi_0)=\left[-\tfrac12f''+xf'\right]\psi_0 .
\]

Equation (1) becomes \(-\frac12f''+xf'=\frac14-\frac12x^2\). With \(f=a+bx^2\) the left side is \(-b+2bx^2\), and both powers of \(x\) give \(b=-\frac14\). The equation leaves \(a\) free. Orthogonality, \(\langle f\rangle=a-\frac18=0\), sets \(a=\frac18\). Thus

\[
\psi_1=\left(\tfrac18-\tfrac14x^2\right)\psi_0=\tfrac18(1-2x^2)\psi_0 .
\]

It is positive near the centre and negative outside: the stiffer spring contracts the wave function.

**Energies.** The moments give

\[
E_2=\left\langle\tfrac12x^2f\right\rangle=\tfrac1{16}\cdot\tfrac12-\tfrac18\cdot\tfrac34=-\tfrac1{16},
\]
\[
S=\tfrac1{64}\langle1-4x^2+4x^4\rangle=\tfrac1{64}(1-2+3)=\tfrac1{32},
\]
\[
(\psi_1,V\psi_1)=\tfrac1{128}\langle x^2-4x^4+4x^6\rangle=\tfrac1{128}\left(\tfrac12-3+\tfrac{15}2\right)=\tfrac5{128}.
\]

Wigner's formula then yields

\[
E_3=\tfrac5{128}-\tfrac14\cdot\tfrac1{32}=\tfrac4{128}=\tfrac1{32}.
\]

The exact frequency is \(\sqrt{1+\lambda}\) in units of \(\omega_0\), so the energy is known independently:

\[
E=\tfrac12\sqrt{1+\lambda}=\tfrac12+\tfrac{\lambda}{4}-\tfrac{\lambda^2}{16}+\tfrac{\lambda^3}{32}-\tfrac{5\lambda^4}{256}+\dots
\]

The third-order coefficients agree. The sign of \(E_3\) follows from Section 5: the mean of \(V\) in the admixed part is \(\frac5{128}\big/\frac1{32}=\frac54\), larger than \(E_1=\frac14\).

**A wrong constant.** The function \(-\frac14x^2\psi_0\) also solves (1), but it is not orthogonal to \(\psi_0\). Here \(c=-\frac18\), and (6) predicts \(\frac1{32}+2(-\frac18)(-\frac1{16})=\frac3{64}\). This is 1.5 times the correct \(E_3\).

**Numbers at \(\lambda=0.2\).** The exact energy is \(0.547723\,\hbar\omega_0\). Errors are approximate minus exact energy.

| Approximation | Energy (\(\hbar\omega_0\)) | Error (\(\hbar\omega_0\)) |
|---|---|---|
| through \(E_1\) | 0.550000 | \(+2.3\times10^{-3}\) |
| through \(E_2\) | 0.547500 | \(-2.2\times10^{-4}\) |
| through \(E_3\) | 0.547750 | \(+2.7\times10^{-5}\) |
| \(E[t]\) | 0.547753 | \(+3.0\times10^{-5}\) |

The same \(\psi_1\) that gives \(E_2\) also gives \(E_3\), which here reduces the size of the error by a factor of about eight. The last row follows from (7):

\[
E[t]=0.55+\frac{-0.0025+0.00025}{1+0.04/32}=0.547753 .
\]

The quotient lies above the exact energy, as it must for a ground state, but it is slightly less accurate than the plain sum. The fourth-order coefficients account for this. The leading error of the sum is \(-E_4\lambda^4=\frac{10}{512}\lambda^4\). Expanding (7) shows that \(E[t]\) has the fourth-order coefficient \(-SE_2=\frac1{512}\), so its leading error is \(\left(\frac1{512}+\frac{10}{512}\right)\lambda^4=\frac{11}{512}\lambda^4\). At \(\lambda=0.2\) these leading terms are \(3.1\times10^{-5}\) and \(3.4\times10^{-5}\). They reproduce the ordering of the two errors but exceed the tabulated values by about 14%; the remainder comes from higher orders. The program finds the same \(\frac{11}{512}\) from \(\psi_2\) through (8).

## 9. When the Hamiltonian is not linear in \(\lambda\)

Let \(H=H_0+\lambda V+\lambda^2W\) with \(W\) Hermitian. Equation (1) is unchanged. The right side of (2) gains \(-W\psi_0\), and that of (3) gains \(-W\psi_1\). Projection of the new third-order equation on \(\psi_0\) gives

\[
E_3=(\psi_0,V\psi_2)+(\psi_0,W\psi_1).
\]

The steps of Section 5 apply to the first term, but the new equation (2) now adds \((\psi_1,W\psi_0)\). The two additions are complex conjugates, so

\[
E_3=(\psi_1,(V-E_1)\psi_1)+2\,\mathrm{Re}\,(\psi_0,W\psi_1).
\]

For a given operator \(W\), the function \(\psi_1\) still suffices, but the original formula is incomplete. In the program's test on an excited state of a random \(6\times6\) Hermitian matrix, the added term changes \(E_3\) from \(0.0149\) to \(-0.0572\) in the model's energy unit. Both values agree with coefficients extracted directly from the eigenvalues.

This matters in density functional perturbation theory. The Kohn–Sham potential depends on the density, which itself changes with \(\lambda\), so the effective Hamiltonian generally contains terms of second, third and higher order. A third-order term \(\lambda^3W_3\) adds \(-W_3\psi_0\) to the right side of (3), and hence a further \((\psi_0,W_3\psi_0)\) to the third-order orbital energy. Here \(V\) is the first-order change of the whole self-consistent potential, not the external perturbation alone. The operators \(W\) and \(W_3\) generally depend on the second- and third-order changes of the density, so the first-order orbitals do not suffice for the third-order orbital energy. In addition, the total energy is not simply the sum of the orbital energies. The formula proved here is for one eigenvalue of a Hamiltonian with a fixed linear perturbation; the third-order total energy of a self-consistent system needs its own derivation from the energy functional. That functional is stationary at the self-consistent orbitals, so the reasoning of Section 7 carries over: orthonormalized trial orbitals correct to first order give the total energy correctly through third order, although they do not give the third-order orbital energies.

## Computed results

```
PART A: oscillator, V = x^2/2, energies in hbar*omega0
psi1/psi0 = 1/8 - x**2/4 (x in oscillator lengths)
psi2/psi0 = x**4/32 + x**2/32 - 5/128
E0 = 1/2 = 0.50000000 hbar*omega0
E1 = 1/4 = 0.25000000 hbar*omega0
E2 = -1/16 = -0.06250000 hbar*omega0
(psi1, V psi1) = 5/128 = 0.03906250 hbar*omega0
E3 by Wigner's formula = 1/32 = 0.03125000 hbar*omega0
E3 from exact energy = 1/32 = 0.03125000 hbar*omega0
E3 from (psi0, V psi2) = 1/32 = 0.03125000 hbar*omega0
E4 from exact energy = -5/256 = -0.01953125 hbar*omega0
lam^4 error coefficient of E[t] = 11/512 = 0.02148438 hbar*omega0
expression without the 1/8 in psi1 = 3/64 = 0.04687500 hbar*omega0
S = (psi1, psi1) = 1/32 = 0.03125000 (no unit)
(psi0, psi1) without the 1/8 = -1/8 (no unit)
lam = 0.2 (no unit)
sum through order 0 = 0.50000000, minus exact = -4.772e-02 hbar*omega0
sum through order 1 = 0.55000000, minus exact = +2.277e-03 hbar*omega0
sum through order 2 = 0.54750000, minus exact = -2.226e-04 hbar*omega0
sum through order 3 = 0.54775000, minus exact = +2.744e-05 hbar*omega0
E[t] = 0.54775281, minus exact = +3.025e-05 hbar*omega0
exact energy = 0.54772256 hbar*omega0
energy by diagonalization = 0.54772256 hbar*omega0
PART B: 6x6 complex Hermitian matrix, third level, model energy units
E3 by Wigner's formula = 0.0149207991 model units
E3 from (psi0, V psi2) = 0.0149207991 model units
E3 from eigenvalues at complex lam = 0.0149207991 model units
with lam^2 W: E3 from eigenvalues = -0.0571556691 model units
with lam^2 W: Wigner + 2Re(psi0,W psi1) = -0.0571556691 model units
```
